# Depletion Layers and Blocking Resistance at Grain Boundaries in Acceptor-Doped Oxides: verification in Python

```python
"""Blocking by a depletion layer at a positive boundary core in an oxide.

Result under test: with immobile acceptors and mobile positive defects,
    rho_sc / rho_b = exp(u) F(sqrt(u)) / sqrt(u)  ->  exp(u) / (2 u), u >> 1,
where u = z e phi / kT, phi is the core potential relative to the bulk,
z the defect charge number, F the Dawson function, and rho_sc the mean
resistivity over the depletion layers (width lambda on each side).
The full Poisson equation, in units of kT/(z e) and of the screening length
L = sqrt(eps kT / (z e * acceptor charge density)), is y'' = 1 - exp(-y).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn, lambertw


def leading_ratio(u):
    return np.exp(u) / (2 * u)


def depletion_ratio(u):
    return np.exp(u) * dawsn(np.sqrt(u)) / np.sqrt(u)


def full_layer(u, charge_fraction=1.0):
    """Solve the full Poisson equation; return core field and blocking ratio.

    charge_fraction is the charge number of the conducting carrier divided
    by that of the majority defect. The excess resistance is referred to the
    depletion width sqrt(2u), and the bulk value 1 is added back.
    """
    width = np.sqrt(2 * u)
    end = width + 15.0
    grid = np.linspace(0, end, 600)
    distance = np.maximum(width - grid, 0)
    guess = np.vstack((distance**2 / 2, -distance))
    solution = solve_bvp(
        lambda s, y: np.vstack((y[1], -np.expm1(-y[0]))),
        lambda left, right: np.array([left[0] - u, right[0]]),
        grid, guess, tol=1e-8, max_nodes=50000)
    assert solution.success
    fine = np.linspace(0, end, 40001)
    potential = solution.sol(fine)[0]
    excess = simpson(np.expm1(charge_fraction * potential), x=fine)
    return -solution.sol(0.0)[1], 1 + excess / width


def biased_chain_ratio(u, bias=0.05, cells=1000):
    """Blocking ratio from steady drift-diffusion across both layers.

    The chain runs from s = -1 to 1 with unit concentration at both ends;
    bias is the applied voltage in units of kT/(z e).
    """
    s = np.linspace(-1, 1, cells + 1)
    h = 2 / cells
    energy = u * (1 - np.abs(s))**2 - bias * s / 2
    forward = np.exp(-np.diff(energy) / 2) / h
    backward = np.exp(np.diff(energy) / 2) / h
    size = cells - 1
    bands = np.zeros((3, size))
    bands[0, 1:] = backward[1:-1]
    bands[1] = -(backward[:-1] + forward[1:])
    bands[2, :-1] = forward[1:-1]
    source = np.zeros(size)
    source[0] -= forward[0]
    source[-1] -= backward[-1]
    concentration = solve_banded((1, 1), bands, source)
    flux = forward[-1] * concentration[-1] - backward[-1]
    return bias / (2 * flux)


# Model parameters (SI units)
temperature = 700.0
relative_permittivity = 50.0
acceptor_density = 2e25
acceptor_charge_number = 1
vacancy_charge_number = 2
core_potential = 0.3
grain_size = 1e-6

e = const.e
thermal_energy = const.k * temperature
permittivity = relative_permittivity * const.epsilon_0
charge_density = acceptor_charge_number * e * acceptor_density
vacancy_density = charge_density / (vacancy_charge_number * e)
u = vacancy_charge_number * e * core_potential / thermal_energy
width = np.sqrt(2 * permittivity * core_potential / charge_density)
screening_length = np.sqrt(permittivity * thermal_energy
                           / (vacancy_charge_number * e * charge_density))
core_charge = 2 * charge_density * width
thermal_length = width / (2 * u)

# Parabolic potential against direct integration of the uniform charge
for fraction in (0.0, 0.3, 0.8):
    x = fraction * width
    moment = quad(lambda t: (t - fraction), fraction, 1)[0]
    integrated = charge_density / permittivity * width**2 * moment
    parabola = core_potential * (1 - x / width)**2
    assert abs(integrated - parabola) < 1e-10

# Dawson form against quadrature, and series law against biased transport
for value in (0.5, 2.0, u, 20.0):
    mean = quad(lambda s: np.exp(value * s**2), 0, 1, epsrel=1e-11)[0]
    assert abs(mean / depletion_ratio(value) - 1) < 1e-9
chain_ratio = biased_chain_ratio(u)
# Tolerance covers the finite cell size and the finite bias
assert abs(chain_ratio / depletion_ratio(u) - 1) < 1e-3

# Core field of the full solution against its first integral
core_field, full_ratio = full_layer(u)
assert abs(core_field / np.sqrt(2 * (u - 1 + np.exp(-u))) - 1) < 1e-5
field_reduction = core_field / np.sqrt(2 * u)
assert abs(field_reduction / np.sqrt(1 - 1 / u) - 1) < 1e-4

# Coefficients of 1/u in the relative corrections, at large u
large_u = 400.0
scaled_mean = quad(lambda t: np.exp(large_u * (t**2 - 2 * t)), 0, 0.2,
                   epsabs=0, epsrel=1e-10, limit=200)[0]
depletion_coefficient = large_u * (2 * large_u * scaled_mean - 1)
assert abs(depletion_coefficient - 0.5) < 0.01


def full_coefficient(charge_fraction):
    """Use dx = dy/|y'|; the omitted far part is smaller than exp(-60)."""
    scaled = quad(lambda t: np.exp(-charge_fraction * t)
                  / np.sqrt(2 * (large_u - t - 1 + np.exp(t - large_u))),
                  0, 60 / charge_fraction, epsabs=0, epsrel=1e-10,
                  limit=200)[0]
    leading = np.sqrt(2 * large_u) / (2 * charge_fraction * large_u)
    return large_u * (scaled / leading - 1)


majority_coefficient = full_coefficient(1.0)
minority_coefficient = full_coefficient(0.5)
# Tolerances cover the next order in 1/u
assert abs(majority_coefficient - 1.0) < 0.01
assert abs(minority_coefficient - 1.5) < 0.02

# Capacitance at fixed core charge: one side widens as the other narrows
small_voltage = 1e-3


def voltage_from_shift(shift):
    wide = quad(lambda t: t, 0, 1 + shift)[0]
    narrow = quad(lambda t: t, 0, 1 - shift)[0]
    return charge_density * width**2 / permittivity * (wide - narrow)


shift = brentq(lambda d: voltage_from_shift(d) - small_voltage, 0, 0.5,
               xtol=1e-14)
capacitance = charge_density * width * shift / small_voltage
assert abs(capacitance / (permittivity / (2 * width)) - 1) < 1e-7

# Minimum of the leading formula and its inversion on the physical branch
minimum = minimize_scalar(leading_ratio, bounds=(0.1, 5), method="bounded",
                          options={"xatol": 1e-8})
assert abs(minimum.x - 1) < 1e-5
inferred_u = -lambertw(-1 / (2 * full_ratio), -1).real
assert abs(leading_ratio(inferred_u) / full_ratio - 1) < 1e-9
inferred_potential = inferred_u * thermal_energy / (vacancy_charge_number * e)
assert abs(inferred_potential - core_potential) < 0.01

# Where the resistance sits, and the minority holes in the same potential
near_core = quad(lambda s: np.exp(u * (1 - s)**2), 0, 1 / (2 * u))[0]
near_fraction = near_core / depletion_ratio(u)
assert 0.5 < near_fraction < 0.7
hole_u = u / vacancy_charge_number
hole_full = full_layer(u, 1 / vacancy_charge_number)[1]
boundary_to_bulk = 2 * width / grain_size * leading_ratio(u)
boundary_to_bulk_full = 2 * width / grain_size * full_ratio

print(f"temperature: {temperature:.0f} K")
print(f"relative permittivity: {relative_permittivity:.0f}")
print(f"acceptor density: {acceptor_density:.2e} m^-3")
print(f"bulk vacancy density: {vacancy_density:.2e} m^-3")
print(f"core potential: {core_potential:.3f} V")
print(f"thermal voltage kT/e: {thermal_energy / e:.5f} V")
print(f"reduced barrier u: {u:.4f}")
print(f"screening length L: {screening_length * 1e9:.3f} nm")
print(f"depletion width, one side: {width * 1e9:.3f} nm")
print(f"mean acceptor spacing: {acceptor_density**(-1/3) * 1e9:.2f} nm")
print(f"core charge per area: {core_charge:.4f} C/m^2")
print(f"core charge per area: {core_charge / e * 1e-18:.4f} e/nm^2")
print(f"vacancy density at core: {vacancy_density*np.exp(-u):.3e} m^-3")
print(f"exp(u): {np.exp(u):.4e}")
print(f"ratio, leading formula: {leading_ratio(u):.1f}")
print(f"ratio, depletion integral: {depletion_ratio(u):.1f}")
print(f"ratio, biased transport chain: {chain_ratio:.1f}")
print(f"ratio, full Poisson: {full_ratio:.1f}")
print(f"full / leading: {full_ratio / leading_ratio(u):.4f}")
print(f"core field, full / depletion: {field_reduction:.4f}")
print(f"thermal length lambda/(2u): {thermal_length * 1e9:.3f} nm")
print(f"resistance share within it: {near_fraction:.3f}")
print(f"capacitance per area: {capacitance:.5f} F/m^2")
print(f"grain size: {grain_size * 1e9:.0f} nm")
print(f"boundary/bulk resistance, leading: {boundary_to_bulk:.2f}")
print(f"boundary/bulk resistance, full: {boundary_to_bulk_full:.2f}")
print(f"potential inferred from full ratio: {inferred_potential:.4f} V")
print(f"hole reduced barrier: {hole_u:.4f}")
print(f"hole ratio, leading formula: {leading_ratio(hole_u):.2f}")
print(f"hole ratio, depletion integral: {depletion_ratio(hole_u):.2f}")
print(f"hole ratio, full Poisson: {hole_full:.2f}")
print(f"minimum of leading formula: {minimum.fun:.4f} at u={minimum.x:.4f}")
print(f"1/u coefficient at u={large_u:.0f}, depletion: "
      f"{depletion_coefficient:.4f}")
print(f"1/u coefficient, full, majority: {majority_coefficient:.4f}")
print(f"1/u coefficient, full, half charge: {minority_coefficient:.4f}")
print("u, leading, depletion integral, full Poisson (ratios)")
for value in (0.5, 1.0, 2.0, 5.0, 10.0, 20.0):
    print(f"{value:5.1f} {leading_ratio(value):.5g} "
          f"{depletion_ratio(value):.5g} {full_layer(value)[1]:.5g}")
print("all tests passed")
```

It prints:

```
temperature: 700 K
relative permittivity: 50
acceptor density: 2.00e+25 m^-3
bulk vacancy density: 1.00e+25 m^-3
core potential: 0.300 V
thermal voltage kT/e: 0.06032 V
reduced barrier u: 9.9467
screening length L: 2.041 nm
depletion width, one side: 9.105 nm
mean acceptor spacing: 3.68 nm
core charge per area: 0.0583 C/m^2
core charge per area: 0.3642 e/nm^2
vacancy density at core: 4.788e+20 m^-3
exp(u): 2.0884e+04
ratio, leading formula: 1049.8
ratio, depletion integral: 1114.0
ratio, biased transport chain: 1113.8
ratio, full Poisson: 1184.6
full / leading: 1.1284
core field, full / depletion: 0.9484
thermal length lambda/(2u): 0.458 nm
resistance share within it: 0.600
capacitance per area: 0.02431 F/m^2
grain size: 1000 nm
boundary/bulk resistance, leading: 19.12
boundary/bulk resistance, full: 21.57
potential inferred from full ratio: 0.3040 V
hole reduced barrier: 4.9734
hole ratio, leading formula: 14.53
hole ratio, depletion integral: 16.83
hole ratio, full Poisson: 18.17
minimum of leading formula: 1.3591 at u=1.0000
1/u coefficient at u=400, depletion: 0.5019
1/u coefficient, full, majority: 1.0047
1/u coefficient, full, half charge: 1.5123
u, leading, depletion integral, full Poisson (ratios)
  0.5 1.6487 1.195 1.5949
  1.0 1.3591 1.4627 2.0163
  2.0 1.8473 2.3645 3.2037
  5.0 14.841 17.172 20.068
 10.0 1101.3 1168.2 1241.7
 20.0 1.2129e+07 1.2459e+07 1.2802e+07
all tests passed
```
